\section*{Why soft bending modes can dominate the ionic permittivity}

\section{Three ions on springs}

Take a cubic crystal MX$_3$ with M at the cube corners and one X at the middle of each M--X--M bridge. Apply a static field along $z$ and hold M fixed. One X ion per cell is pushed along its bridge, against a stiff spring $K_s$. The other two are pushed across their bridges, against a soft spring $K_b$. Let the charges that couple these motions to the field be $Z_\parallel$ and $Z_\perp$.

An ion of charge $Z$ on a spring $K$ moves until $Kw=ZE$. Its displacement is $w=ZE/K$ and its dipole is $Zw=Z^2E/K$. The charge enters twice, once in the force and once in the dipole; the spring enters once, in the denominator. The induced dipole per cell is therefore
\begin{equation}
\frac{p}{E}=\frac{Z_\parallel^2}{K_s}+\frac{2Z_\perp^2}{K_b}.
\label{eq:springs}
\end{equation}

The round model values are $Z_\parallel=-2.0\,e$, $Z_\perp=-0.5\,e$, $K_s=40$ and $K_b=1.5$ eV/\AA$^2$; they represent no particular material. In a field of 0.001 V/\AA\ the ion on the stiff spring moves by $0.002/40=0.00005$ \AA, and each ion on a soft spring by $0.0005/1.5=0.00033$ \AA. In units of $e^2$\AA$^2$/eV the two terms of (\ref{eq:springs}) are
\begin{equation}
\frac{4}{40}=0.100,\qquad \frac{2\times0.25}{1.5}=0.333 .
\end{equation}
The weakly charged motion gives the larger dipole because it yields much further. No mass and no frequency has appeared. It remains to see how this result becomes a statement about vibrational modes and infrared absorption.

\section{The contribution of each mode}

The algebra uses atomic units. Let $u$ be the column of all ionic displacements in a cell of volume $V$, $K$ the force-constant matrix at zero macroscopic field, and $M$ the diagonal mass matrix. The column $Z$ holds the Born charges for a field along $z$: the change of cell dipole per unit displacement at zero macroscopic field. The crystal is an insulator, the cell shape is fixed, and the energy is kept to second order:
\begin{equation}
U=\tfrac12u^TKu-E\,Z^Tu-\frac{V(\varepsilon_\infty-1)}{8\pi}E^2 .
\end{equation}
The last term is the electronic response with the ions clamped. The polarization is
\begin{equation}
P=-\frac1V\frac{\partial U}{\partial E}=\frac{Z^Tu}{V}+\frac{\varepsilon_\infty-1}{4\pi}E .
\end{equation}
In this cubic crystal the permittivity is a scalar, $\varepsilon_0=1+4\pi P/E$, so
\begin{equation}
\varepsilon_0-\varepsilon_\infty=\frac{4\pi}{V}\,\frac{Z^Tu}{E},\qquad Ku=ZE .
\label{eq:static}
\end{equation}
The second equation is the condition $\partial U/\partial u=0$. A rigid translation costs no energy, so $K$ has no ordinary inverse. This does no harm: the Born charges sum to zero, so the field exerts no net force on the cell and a translation carries no dipole. All other motions are assumed stable.

To resolve the response into modes, set $u=M^{-1/2}v$ and multiply $Ku=ZE$ from the left by $M^{-1/2}$:
\begin{equation}
Dv=qE,\qquad D=M^{-1/2}KM^{-1/2},\qquad q=M^{-1/2}Z .
\end{equation}
The orthonormal eigenvectors of $D$ obey $De_m=\omega_m^2e_m$. Projecting on $e_m$ gives $\omega_m^2\,(e_m^Tv)=(e_m^Tq)E$. Since $Z^Tu=q^Tv=\sum_m(q^Te_m)(e_m^Tv)$,
\begin{equation}
\varepsilon_0-\varepsilon_\infty=\frac{4\pi}{V}\sum_m\frac{S_m}{\omega_m^2},
\qquad S_m=(q^Te_m)^2 ,
\label{eq:modes}
\end{equation}
with the translation omitted. The quantity $q^Te_m$ is the mode charge in mass-weighted normalization.

For a bending mode $b$ and a stretching mode $s$, the ratio of contributions is $(S_b/S_s)(\omega_s^2/\omega_b^2)$. The bend outweighs the stretch when
\begin{equation}
\frac{\omega_s^2}{\omega_b^2}>\frac{S_s}{S_b}.
\label{eq:condition}
\end{equation}

\section{The same modes weighed by absorption}

In a field $E e^{-i\omega t}$, with a weak damping rate $\gamma$ common to all modes, each mode amplitude obeys $(\omega_m^2-\omega^2-i\gamma\omega)(e_m^Tv)=(e_m^Tq)E$. The ionic response $\chi=Z^Tu/E$ then has
\begin{equation}
\operatorname{Im}\chi=\sum_m\frac{S_m\gamma\omega}{(\omega_m^2-\omega^2)^2+\gamma^2\omega^2}.
\end{equation}
The mean power absorbed per cell is field times dipole velocity, $\tfrac12\operatorname{Re}(-i\omega\chi)|E|^2=\tfrac12\omega\operatorname{Im}\chi\,|E|^2$. Infrared strength, at a given field inside the crystal, is therefore the area under $\omega\operatorname{Im}\chi$. For one mode, divide numerator and denominator by $\omega^2$ and put $t=\omega-\omega_m^2/\omega$. Then $\omega=\tfrac12\bigl(t+\sqrt{t^2+4\omega_m^2}\bigr)$, and
\begin{align}
\int_0^\infty\!\frac{\gamma\omega^2\,d\omega}{(\omega_m^2-\omega^2)^2+\gamma^2\omega^2}
&=\int_{-\infty}^{\infty}\!\frac{\gamma}{t^2+\gamma^2}\,\frac12\left(1+\frac{t}{\sqrt{t^2+4\omega_m^2}}\right)dt
=\frac{\pi}{2},
\end{align}
because the second term in the bracket is odd. The area under $\operatorname{Im}\chi/\omega$ follows from the substitution $\omega=\omega_m^2/\nu$, which turns it into the same integral divided by $\omega_m^2$:
\begin{equation}
\int_0^\infty\!\frac{\gamma\,d\omega}{(\omega_m^2-\omega^2)^2+\gamma^2\omega^2}
=\frac1{\omega_m^2}\int_0^\infty\!\frac{\gamma\nu^2\,d\nu}{(\omega_m^2-\nu^2)^2+\gamma^2\nu^2}
=\frac{\pi}{2\omega_m^2}.
\end{equation}
Hence
\begin{equation}
\frac2\pi\int_0^\infty\!\omega\operatorname{Im}\chi\,d\omega=\sum_mS_m,\qquad
\frac2\pi\int_0^\infty\!\frac{\operatorname{Im}\chi}{\omega}\,d\omega=\sum_m\frac{S_m}{\omega_m^2}.
\end{equation}
Infrared strength and static permittivity are two areas under one spectrum, and their weights differ by $\omega^2$. A small band at low frequency can be minor in the first and major in the second.

\section{The lattice in numbers}

The two springs come from bond and angle stiffnesses. Let $d=2.0$ \AA\ be the M--X distance, $k_r=20$ eV/\AA$^2$ the bond stiffness, and $k_\theta=0.5$ and $k_\phi=1.0$ eV/rad$^2$ the stiffnesses of the straight M--X--M angle and the right X--M--X angles. A uniform field moves every cell alike.

If X moves by $w$ along its bridge, one bond lengthens by $w$ and the other shortens by $w$. The energy is $2\times\tfrac12k_rw^2$, so $K_s=2k_r=40$ eV/\AA$^2$. If X moves across its bridge, the bond lengths change only at order $w^2$. Each half of the bridge tilts by $w/d$, so the straight angle changes by $2w/d$. At M, four right angles, those lying in the plane of the bridge and the displacement, change by $w/d$ in magnitude. The energy is
\begin{equation}
\tfrac12k_\theta\left(\frac{2w}{d}\right)^2+4\times\tfrac12k_\phi\left(\frac wd\right)^2=\tfrac12K_bw^2,
\qquad K_b=\frac{4(k_\theta+k_\phi)}{d^2}=1.5\ \text{eV/\AA}^2 .
\end{equation}

M need not be held fixed. Its charge is $-(Z_\parallel+2Z_\perp)=3.0\,e$, so the cell dipole depends only on displacements relative to M, as does the energy. Equation (\ref{eq:springs}) therefore holds for the free lattice. In the present units $4\pi/V$ becomes 2.8274 eV/\AA$^2$ per $e^2$ for $V=64$ \AA$^3$, and
\begin{equation}
\varepsilon_0-\varepsilon_\infty=2.8274\left(\tfrac13+\tfrac1{10}\right)=0.9425+0.2827=1.2252 .
\end{equation}
With the chosen $\varepsilon_\infty=2.00$, the static permittivity is 3.23. Relaxing the ions in a small field, with the full bond-and-angle energy, reproduces the ionic part.

With masses of 100 u for M and 16 u for X, two modes absorb. The low one lies at 0.0223 eV (180 cm$^{-1}$) and stores 99.85\,\% of its potential energy in bending. The high one, the stretch, lies at 0.110 eV (889 cm$^{-1}$). A third vibration, in which the two transverse X ions move oppositely, has no dipole. At a given field inside the crystal the stretch absorbs 8.756 times as strongly as the bend (the band areas of the bulk absorption coefficient, which also depends on the refractive index, give about 9.6), but the squared frequencies differ by a factor 24.32, so
\begin{equation}
\frac{\text{bend}}{\text{stretch}}=\frac{24.32}{8.756}=2.78 .
\end{equation}
The bend has 10\,\% of the infrared strength and 74\,\% of the ionic permittivity. An absorption spectrum found by solving the driven equations directly, without modes, gives the same division between its two bands. This was tested to 1\,\%, a margin that allows for the tails of the bands.

\section{Softness, mass and charge}

A low frequency can come from a weak spring or from a heavy ion, and the two are not equivalent. Let $u_m=M^{-1/2}e_m$ be the displacement pattern of a mode. Then $S_m=(Z^Tu_m)^2$, while $\omega_m^2=e_m^TDe_m=u_m^TKu_m$, so
\begin{equation}
\frac{S_m}{\omega_m^2}=\frac{(Z^Tu_m)^2}{u_m^TKu_m}.
\label{eq:pattern}
\end{equation}
The overall size of $u_m$ cancels. Masses affect a mode's contribution solely through the shape of its pattern, and they do not affect the total at all, because (\ref{eq:static}) contains none.

\paragraph{Mass.} Multiplying every mass by four leaves the patterns unchanged up to scale. The bend falls to 0.0112 eV, its $S$ falls by the same factor four as its squared frequency, and its contribution stays at 0.901. Changing M alone does alter the patterns: the low mode's share is 66\,\% for an M of 20 u and 77\,\% for one of 1000 u, with the total fixed at 1.225.

The cause is the recoil of M. Let $s$ be the displacement of the longitudinal X relative to M, and $b=(w_1+w_2)/\sqrt2$ the joint displacement of the transverse pair. The springs push M with the force $K_ss+\sqrt2K_bb$. Subtracting its acceleration from those of the X ions gives, at frequency $\omega$,
\begin{align}
(A-\omega^2)\,s&=-\frac{\sqrt2K_b}{m_M}\,b, & A&=K_s\left(\frac1{m_X}+\frac1{m_M}\right),\\
(B-\omega^2)\,b&=-\frac{\sqrt2K_s}{m_M}\,s, & B&=K_b\left(\frac1{m_X}+\frac2{m_M}\right).
\end{align}
Multiplying the two equations gives $(A-\omega^2)(B-\omega^2)=2K_sK_b/m_M^2>0$, so one root lies below both $A$ and $B$ and the other above both. In the low mode $s$ and $b$ thus have opposite signs. Since $Z_\parallel$ and $Z_\perp$ have the same sign, the small stretching part subtracts from the dipole in (\ref{eq:pattern}) and adds to the energy. This is why the low mode gives 0.901 while the bending coordinate gives 0.943; the high mode gains the difference. For very heavy M the coupling vanishes and the two ways of counting agree.

\paragraph{Stiffness.} Making the bend four times stiffer, with charges and masses unchanged, lowers the low mode's share to 37\,\%. The two modes contribute equally at $K_b=3.82$ eV/\AA$^2$, where both sides of (\ref{eq:condition}) equal 9.60. The coordinate terms in (\ref{eq:springs}) would become equal later, at $K_b=2K_sZ_\perp^2/Z_\parallel^2=5.0$ eV/\AA$^2$; recoil accounts for the gap.

\paragraph{Charge.} With $Z_\perp=0$, and the charge of M adjusted to keep the cell neutral, the low mode stays at 0.0223 eV but supplies about 0.2\,\% of the ionic permittivity. That remnant comes from its small stretching part. Softness without charge gives almost nothing.

For a low-permittivity dielectric, a weak infrared band is therefore no assurance of a small ionic response. What matters is $Z^2/K$ for each motion, and in this lattice the larger gain would come from stiffening the bridges against bending or reducing their transverse charge.

\section{Which frequencies, and where the result stops}

The frequencies in (\ref{eq:modes}) are transverse ones, taken at zero macroscopic field. In a long longitudinal wave the displacement field vanishes, $E+4\pi P=0$, which gives $\varepsilon_\infty E=-4\pi Z^Tu/V$. The resulting force $ZE$ on the ions replaces $D$ by $D+c\,qq^T$, with $c=4\pi/(V\varepsilon_\infty)$. With the translation left out, $D$ can be inverted and
\begin{equation}
\frac{\det(D+c\,qq^T)}{\det D}=\det(1+c\,D^{-1}qq^T)=1+c\,q^TD^{-1}q .
\end{equation}
The last step holds because the matrix $1+c\,D^{-1}qq^T$ leaves every vector orthogonal to $q$ unchanged and multiplies $D^{-1}q$ by $1+c\,q^TD^{-1}q$. Since $q^TD^{-1}q=\sum_mS_m/\omega_m^2$,
\begin{equation}
\prod_m\frac{\omega_{m,\mathrm{LO}}^2}{\omega_{m,\mathrm{TO}}^2}
=1+\frac{4\pi}{V\varepsilon_\infty}\sum_m\frac{S_m}{\omega_m^2}=\frac{\varepsilon_0}{\varepsilon_\infty}.
\end{equation}
For the model lattice this second route also gives 3.23, as the numerical output shows.

The result is a low-frequency one. At a driving frequency well above the bend and well below the stretch, the bend contributes $-S_b/(\omega^2-\omega_b^2)$ to $\chi$, which tends to $-S_b/\omega^2$, and no longer raises the permittivity. In the model lattice the two frequencies differ by only a factor of five, and at their geometric mean the limiting form is still about 20\,\% too small in magnitude. It is also harmonic: as $K_b\to0$ the bending term grows as $1/K_b$, until the displacements are large enough for higher-order forces to limit them. Thermal motion can bring these forces in well before that. A transverse shift $w$ stretches both bonds by $w^2/2d$ and adds the energy $k_rw^4/4d^2$; at room temperature the amplitude $\sqrt{k_BT/K_b}$ is about 0.13 \AA, and a classical thermal average at fixed cell lowers the ionic permittivity of the model lattice by roughly a tenth. The numbers above are harmonic values. Finally, the cell shape was held fixed. In a piezoelectric crystal free to strain, the strain adds a further term.

\section*{Numbers as computed}
\begin{verbatim}
Bond length 2.0 angstrom; cell volume 64.0 angstrom^3
k_r = 20.0 eV/angstrom^2
k_theta = 0.5 eV/rad^2; k_phi = 1.0 eV/rad^2
Masses: M 100 u, X 16 u
Born charges: M 3.0 e, X along -2.0 e, X across -0.5 e
Clamped-ion permittivity: 2.00
Coulomb constant e^2/(4 pi eps_vac): 14.3996 eV angstrom
Prefactor 4 pi e^2/(4 pi eps_vac V): 2.8274 eV/angstrom^2 per e^2
Numerical K_s = 40.0000, K_b = 1.5000 eV/angstrom^2
Low (bend): energy 0.02234 eV = 180.2 cm^-1
  S = 0.03805 e^2/u; permittivity part 0.9008
High (stretch): energy 0.11018 eV = 888.7 cm^-1
  S = 0.33320 e^2/u; permittivity part 0.3244
Bending share of potential energy in low mode: 99.85 %
Low-mode share of absorption strength: 10.25 %
Low-mode share of ionic permittivity: 73.53 %
Intensity ratio S_high/S_low: 8.756
Squared frequency ratio high/low: 24.317
Ionic permittivity, mode sum: 1.22519
Ionic permittivity, field relaxation: 1.22519
Total static permittivity: 3.2252
Total from LO/TO frequency product: 3.2252
Coordinate parts: bend 0.9425, stretch 0.2827
Applied field: 0.0010 V/angstrom
X shift relative to M: across -0.0003333, along -0.0000500 angstrom
Spectrum damping (hbar times rate): 0.000220 eV
Spectrum areas S: low 0.03802, high 0.33311 e^2/u
Spectrum permittivity: low 0.9011, high 0.3241
All masses x4: energies 0.01117, 0.05509 eV
  S: 0.00951, 0.08330 e^2/u
  permittivity parts: 0.9008, 0.3244
M mass 20 u: low mode 0.02700 eV
  low-mode share 65.57 %, ionic permittivity 1.2252
M mass 1000 u: low mode 0.02011 eV
  low-mode share 76.54 %, ionic permittivity 1.2252
Bend stiffness x4: low mode 0.04457 eV
  parts: low 0.1897, high 0.3286
  low-mode share 36.60 %
Zero bending charge: low mode 0.02234 eV
  low-mode share 0.155 %
Equal mode parts at bend stiffness x2.5455
  K_b there: 3.8183 eV/angstrom^2
  squared frequency ratio 9.6019
  intensity ratio 9.6019
\end{verbatim}
